# Mean and median lifetime in gamma-clustered dielectric breakdown

## Problem

Nominally equal samples of an interlayer dielectric are held at a fixed voltage and temperature until they break down. Three assumptions define the model.

- Within one sample, breakdown sites appear independently of one another, and the first one ends the sample's life.
- The expected number of sites formed by time $t$ is $G\,(t/\eta)^\beta$. Here $\eta$ is a characteristic time and $\beta$ is the Weibull slope, both common to all samples. The defect factor $G$ is fixed for each sample but differs between samples.
- Over the population, $G$ has a gamma distribution with mean 1 and shape $\alpha$, the clustering parameter:

$$p(g)=\frac{\alpha^\alpha}{\Gamma(\alpha)}\,g^{\alpha-1}e^{-\alpha g},\qquad g>0 .$$

The variance of $G$ is $1/\alpha$, so a small $\alpha$ means strong clustering: defects are concentrated in some samples and nearly absent from others. No other failure mechanism acts.

Take $\alpha=1/2$ and $\beta=3/2$.

(a) Find the fraction $S(t)$ of samples that survive to time $t$.
(b) Find the median lifetime in units of $\eta$.
(c) Decide whether the mean lifetime is finite.
(d) Find how the mean restricted to an observation window depends on the length of the window, and evaluate it for $\eta=100$ h.
(e) Identify the samples responsible for the answer to (c), and say what the average of $n$ measured lifetimes does as $n$ grows.

## Hints

1. For a fixed $G$, divide the sample into many small cells and require that none has failed. Then average over $G$.
2. The median needs only the equation $S=1/2$.
3. A lifetime is the integral over time of a function that equals 1 while the sample lives and 0 afterwards. Take the average of that statement.
4. To settle convergence, a simple bound on $S$ at late times is enough. For the window dependence, subtract the leading late-time form of $S$ and integrate the difference.
5. For $\alpha=1/2$, $G$ is distributed as the square of a standard normal variable $Z$. Look at the mean lifetime for a given $Z$.

## Solution

### (a) Surviving fraction

Write $x=t/\eta$ and $\Lambda=x^\beta$. Divide a sample with defect factor $G$ into $N$ independent cells, each of which has failed by time $t$ with probability $G\Lambda/N$. The sample survives if every cell does:

$$S(t|G)=\lim_{N\to\infty}\left(1-\frac{G\Lambda}{N}\right)^N=e^{-G\Lambda}.$$

Averaging over the gamma density gives

$$S(t)=\frac{\alpha^\alpha}{\Gamma(\alpha)}\int_0^\infty g^{\alpha-1}e^{-(\alpha+\Lambda)g}\,dg
=\frac{\alpha^\alpha}{(\alpha+\Lambda)^\alpha}
=\left(1+\frac{\Lambda}{\alpha}\right)^{-\alpha},$$

because the integral equals $\Gamma(\alpha)/(\alpha+\Lambda)^\alpha$. With the given parameters,

$$S=\frac{1}{\sqrt{1+2x^{3/2}}} .$$

Two limits show what clustering changes. From $-\ln S=\alpha\ln(1+\Lambda/\alpha)$, early times $\Lambda\ll\alpha$ give $-\ln S\approx\Lambda=x^\beta$. The early failures therefore follow the ordinary Weibull law with slope $\beta$. The same expansion holds at any fixed time when $\alpha\to\infty$, where all samples become alike. The departure from this law grows gradually: at $x=0.5$, when 23 % have failed, $-\ln S$ is already 24 % below $x^\beta$. At late times the exponential decay of $S$ with $\Lambda$ is replaced by a power law.

In this convention $\eta$ is not the time at which 63.2 % have failed. At $x=1$ the failed fraction is $1-1/\sqrt3=0.423$.

### (b) Median

Setting $S=1/2$ and squaring the reciprocal gives

$$1+2x^{3/2}=4,\qquad x^{3/2}=\frac32,$$

$$\boxed{t_{50}=\left(\tfrac32\right)^{2/3}\eta=1.310\,\eta}$$

For general parameters, the same steps give $1+\Lambda/\alpha=2^{1/\alpha}$, hence $t_{50}=\eta\,[\alpha(2^{1/\alpha}-1)]^{1/\beta}$.

Without clustering, the median would be $(\ln2)^{2/3}\eta=0.783\,\eta$. Clustering at fixed $\eta$ and $\beta$ lengthens it. The function $e^{-G\Lambda}$ is convex in $G$, so its average is at least its value at the mean $G=1$; the surviving fraction is raised at every time.

### (c) Mean

Let $T$ be the lifetime, and let $\mathbf 1(T>t)$ equal 1 while the sample lives and 0 afterwards. Then $T=\int_0^\infty\mathbf 1(T>t)\,dt$. The integrand is not negative, so averaging and integration may be exchanged even if the result is infinite:

$$E[T]=\int_0^\infty S(t)\,dt=\eta\int_0^\infty\frac{dx}{\sqrt{1+2x^{3/2}}}.$$

For $x\ge1$ we have $1\le x^{3/2}$, hence $1+2x^{3/2}\le3x^{3/2}$. The part of the integral between 1 and $X$ then obeys

$$\int_1^X\frac{dx}{\sqrt{1+2x^{3/2}}}\ \ge\ \frac1{\sqrt3}\int_1^Xx^{-3/4}\,dx=\frac4{\sqrt3}\left(X^{1/4}-1\right).$$

The right-hand side exceeds any number when $X$ is large enough. The mean lifetime is infinite, although half of the samples have failed by $1.31\,\eta$.

There is no contradiction. The median depends on where $S$ crosses one half and is unaffected by how long the later survivors last. The mean weights each survivor by its lifetime, and $S\propto x^{-3/4}$ falls too slowly for the total to converge.

### (d) Finite observation window

Stop the observation at $t=X\eta$ and count each survivor as having lived until then. The resulting restricted mean is $E[\min(T,X\eta)]=\eta M(X)$, with $M(X)=\int_0^XS\,dx$.

At late times the 1 under the root is negligible and $S$ approaches $S_0=(2x^{3/2})^{-1/2}=x^{-3/4}/\sqrt2$. Its integral from 0 to $X$ is $4X^{1/4}/\sqrt2=2\sqrt2\,X^{1/4}$. Thus

$$M(X)=2\sqrt2\,X^{1/4}+C+R(X),$$

$$C=\int_0^\infty(S-S_0)\,dx,\qquad R(X)=\int_X^\infty(S_0-S)\,dx .$$

To find $C$, put $y=2x^{3/2}$, so that $dx=\tfrac23\,2^{-2/3}y^{-1/3}dy$:

$$C=\tfrac23\,2^{-2/3}\int_0^\infty y^{-1/3}\left[(1+y)^{-1/2}-y^{-1/2}\right]dy .$$

Since $a^{-1/2}=\pi^{-1/2}\int_0^\infty s^{-1/2}e^{-as}ds$, the bracket equals $\pi^{-1/2}\int_0^\infty s^{-1/2}e^{-sy}(e^{-s}-1)\,ds$. The integrand has one sign, so the $y$ integral may be done first; it gives $\Gamma(2/3)\,s^{-2/3}$. What remains is

$$J=\int_0^\infty s^{-7/6}(e^{-s}-1)\,ds=-6\int_0^\infty s^{-1/6}e^{-s}ds=-6\,\Gamma(5/6).$$

This is an integration by parts; the boundary term $-6s^{-1/6}(e^{-s}-1)$ vanishes at both ends. With $\tfrac23\Gamma(2/3)=\Gamma(5/3)$,

$$C=-\frac{6\,\Gamma(5/3)\,\Gamma(5/6)}{2^{2/3}\sqrt\pi}=-2.173 .$$

For the remainder, $1-(1+u)^{-1/2}\le u/2$ with $u=1/y$ gives $0\le S_0-S\le\tfrac12y^{-3/2}=x^{-9/4}/(4\sqrt2)$. Integration from $X$ to infinity yields $0\le R\le X^{-5/4}/(5\sqrt2)$, which is already below 0.01 at $X=10$.

For $\eta=100$ h the median is 131 h. A window of 1000 h has $X=10$, and without $R$

$$M\approx2.8284\times1.7783-2.1730=2.857 .$$

Direct integration gives a restricted mean of 286.5 h; the difference of about 0.8 h is $R$. For longer windows:

| Window (h) | Surviving fraction | Restricted mean (h) |
|---:|---:|---:|
| 1000 | 0.125 | 287 |
| 10 000 | 0.0224 | 677 |
| 100 000 | 0.0040 | 1373 |
| 1 000 000 | 0.0007 | 2611 |

Fewer than one sample in a thousand outlives the longest window, yet the restricted mean is still growing: apart from the constant $C$, it is proportional to the fourth root of the window length.

### (e) The responsible samples, and averages of data

For $\alpha=1/2$ the gamma density is $p(g)=e^{-g/2}/\sqrt{2\pi g}$. This is the density of $Z^2$: the two values $z=\pm\sqrt g$ each contribute $e^{-g/2}/\sqrt{2\pi}$ times $|dz/dg|=1/(2\sqrt g)$.

At fixed $Z$, substitute $y=Z^2x^{3/2}$ in the integral for the mean:

$$E[T|Z]=\eta\int_0^\infty e^{-Z^2x^{3/2}}dx=\eta\,|Z|^{-4/3}\,\tfrac23\int_0^\infty y^{-1/3}e^{-y}dy=\eta\,\Gamma(5/3)\,|Z|^{-4/3}.$$

Each sample with $Z\neq0$ has a finite expected lifetime. The normal density does not vanish at $Z=0$, however, and $|Z|^{-4/3}$ is not integrable there. The divergence comes from samples that are almost free of defects.

If those with $|Z|<\delta$ are left out, the others contribute

$$\frac{2\,\Gamma(5/3)}{\sqrt{2\pi}}\,\eta\int_\delta^\infty z^{-4/3}e^{-z^2/2}dz\approx\eta\left[\frac{6\,\Gamma(5/3)}{\sqrt{2\pi}}\,\delta^{-1/3}+C\right].$$

The first term comes from replacing the exponential by 1. The correction for small $\delta$ contains $\int_0^\infty z^{-4/3}(e^{-z^2/2}-1)dz$, which becomes $2^{-7/6}J$ with $s=z^2/2$ and reproduces the constant $C$. For $\delta=10^{-3}$ only 0.08 % of the samples are excluded, and the rest contribute $19.4\,\eta$. For $\delta=10^{-6}$ the contribution is $214\,\eta$.

The average of $n$ measured lifetimes is a finite number, but it does not settle. Let $A_n$ be this average in units of $\eta$. Integration by parts gives $E[e^{-sx}]=1-s\int_0^\infty e^{-sx}S\,dx$. Splitting $S=S_0+(S-S_0)$ yields, for small $s$,

$$E[e^{-sx}]=1-\kappa s^{3/4}-Cs+o(s),\qquad\kappa=\Gamma(1/4)/\sqrt2 .$$

For the average of $n$ independent lifetimes, set $s=p/n$ and raise this to the power $n$. With $p=qn^{-1/3}$, the $\kappa$ term becomes $n\kappa(qn^{-4/3})^{3/4}=\kappa q^{3/4}$, independent of $n$. The $C$ term is removed by considering $A_n-C$. Hence

$$E\!\left[e^{-q(A_n-C)/n^{1/3}}\right]\to e^{-\kappa q^{3/4}} .$$

The distribution of $(A_n-C)/n^{1/3}$ tends to a fixed one, so a typical average grows as $n^{1/3}$ for large $n$.

Simulated tests agree. Lifetimes were drawn from the model with $\eta=100$ h, and "typical" denotes the middle value over many repeated tests. With 64 samples per test, the typical average is 1038 h; with 4096 it is 4878 h. Each figure rests on 4000 tests and carries a sampling scatter of one to two per cent. Subtracting $C\eta=-217$ h from both gives a ratio of 4.06, uncertain by about 0.1, against the predicted $64^{1/3}=4$. The typical sample medians are 130.5 h and 131.1 h. Enlarging the test improves the median and inflates the average.

### Comparison with real dielectrics

The example may be placed in the rough regime of an accelerated test on a low-k dielectric between metal lines: 8 V across 20 nm, or 4 MV/cm, at 373 K. The values of $\eta$, $\alpha$ and $\beta$ are round model parameters. The choice $\alpha=1/2$ is strong clustering, with a standard deviation of $G$ equal to $\sqrt2$ times its mean, and should not be read as typical.

Real line spacings vary. Suppose that $\eta$ falls exponentially with field at a rough rate of 4 cm/MV, and that the spacing differs between samples with a standard deviation of 0.5 nm. The field then varies by about $4\times0.5/20=0.1$ MV/cm, and $\ln\eta$ by about 0.4. The population median moves only from 131.0 h to 131.6 h. The first-order effects of wider and narrower spacings cancel in the average. Two second-order effects remain, from the curvature of $S$ as a function of $\ln\eta$ and from the curvature of the field as a function of spacing; for these parameters they have opposite signs and partly offset each other. This insensitivity belongs to the median only. A spread in $\eta$ multiplies $G$ by the random factor $(\eta_0/\eta)^\beta$, where $\eta_0$ is the nominal value, so it is itself a source of clustering. At early times the failed fraction grows by the mean of that factor, about $e^{0.6^2/2+0.015}\approx1.2$ (the 0.015 comes from the slightly higher mean field), and the earliest failures come about 12 % sooner.

A temperature error common to all samples does not cancel. With a rough activation energy of 0.5 eV, a test running 5 K too hot has a median of 107 h, 19 % below the nominal value.

Neither effect makes the mean finite. Two other assumptions matter there. One is that the gamma density holds all the way down to $G=0$; if $G$ had a positive lower limit, the mean would be finite. The other is that a sample almost free of defects has no other way to fail, which Variation 2 removes.

## Variations

### Variation 1: weaker clustering

*Keep $\beta=3/2$. For which $\alpha$ is the mean finite, and what is it for $\alpha=1$ and $\alpha=2$?*

At late times $S\approx\alpha^\alpha x^{-\alpha\beta}$, which is integrable if and only if $\alpha\beta>1$. The condition is $\alpha>2/3$; at $\alpha=2/3$ the integral still diverges, logarithmically. When the condition holds, the substitution used in (e) gives $E[T|G]=\eta\,\Gamma(1+1/\beta)\,G^{-1/\beta}$, and the gamma density gives

$$E[G^{-1/\beta}]=\frac{\alpha^\alpha}{\Gamma(\alpha)}\int_0^\infty g^{\alpha-1-1/\beta}e^{-\alpha g}dg=\alpha^{1/\beta}\,\frac{\Gamma(\alpha-1/\beta)}{\Gamma(\alpha)} .$$

Therefore

$$E[T]=\eta\,\alpha^{1/\beta}\,\Gamma(1+1/\beta)\,\frac{\Gamma(\alpha-1/\beta)}{\Gamma(\alpha)} .$$

The mean is $2.418\,\eta$ for $\alpha=1$ and $1.280\,\eta$ for $\alpha=2$. For $\alpha\to\infty$ the ratio of gamma functions tends to $\alpha^{-1/\beta}$, and the Weibull mean $\Gamma(5/3)\,\eta=0.903\,\eta$ returns. At $\alpha=1$ the median is $\eta$, so a finite mean can still lie far above the median.

### Variation 2: intrinsic wear-out

*Return to $\alpha=1/2$ and $\eta=100$ h. Let every sample also wear out by an independent mechanism with Weibull slope 3 and characteristic time $\eta_i\gg\eta$. Find the mean and the median.*

Both mechanisms must be survived, so with $u=\eta_i/\eta$ the surviving fraction is $S(x)\,e^{-(x/u)^3}$. The exponential is the probability that the wear-out time $X_i$, in units of $\eta$, exceeds $x$. The mean is therefore the restricted mean of (d) averaged over a random window $X_i$:

$$\frac{E[T]}{\eta}=E[M(X_i)]\approx2\sqrt2\,E[X_i^{1/4}]+C=2\sqrt2\,\Gamma(13/12)\,u^{1/4}+C .$$

The last step uses that $(X_i/u)^3$ is exponentially distributed with mean 1, so $X_i^{1/4}$ is $u^{1/4}$ times its power $1/12$.

For $\eta_i=10^4$ h, $u=100$ and the mean is 640 h. For $\eta_i=10^5$ h it is 1307 h. The median stays at 131.0 h in both cases, since the wear-out probability at that time is at most about $(1.31/100)^3\approx2\times10^{-6}$.

The mean is now finite, but its value is set by a mechanism that hardly any sample has met by the median lifetime. A test stopped after a few hundred hours would contain almost no information about it, while it would determine the median directly. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
clustering parameter alpha = 0.5, Weibull slope beta = 1.5
tail exponent alpha*beta = 0.75
threshold alpha for a finite mean = 0.6667
median = 1.3104 eta
failed fraction at t = eta: 0.4226
slope of early failures = 1.4999
unclustered Weibull median = 0.7832 eta
unclustered Weibull mean = 0.9027 eta
mean for alpha = 1: 2.4184 eta
mean for alpha = 2: 1.2797 eta
growth prefactor = 2.8284, constant C = -2.1730
|Z| < 1e-03 removed: sample fraction 7.979e-04, remaining mean contribution 19.44 eta
|Z| < 1e-06 removed: sample fraction 7.979e-07, remaining mean contribution 213.91 eta
example: eta = 100 h, spacing = 20 nm, bias = 8 V
field = 4.0 MV/cm, temperature = 373 K
median lifetime = 131.04 h
window 1000 h: surviving fraction 0.12476, restricted mean 286.5 h
window 10000 h: surviving fraction 0.02236, restricted mean 677.2 h
window 100000 h: surviving fraction 0.00398, restricted mean 1373.2 h
window 1000000 h: surviving fraction 0.00071, restricted mean 2611.1 h
simulated tests of 64 samples: typical average 1038 h, typical median 130.5 h
simulated tests of 4096 samples: typical average 4878 h, typical median 131.1 h
growth ratio after removing C: simulated 4.06, power law 4.00
intrinsic wear-out (slope 3) at 10000 h: mean 639.9 h, median 131.037 h
intrinsic wear-out (slope 3) at 100000 h: mean 1306.9 h, median 131.037 h
spacing deviation = 0.5 nm, field acceleration = 4.0 cm/MV
median with spacing variation = 131.60 h
temperature error = 5.0 K, activation energy = 0.5 eV
median at the higher temperature = 106.67 h
```
